Spin-orbital CCSD(T) for water in a minimal basis

**Question**

A water molecule has O–H distances of 1.1 Å and an H–O–H angle of 104°. A closed-shell Hartree–Fock program supplies real canonical orbitals in the STO-3G basis, their energies ε, the one-electron integrals h_pq and the repulsion integrals (pq|rs). All ten electrons are to be correlated.

(a) Set up the spin-orbital quantities and check the nuclear repulsion energy.
(b) Show how the single excitations can be absorbed into the integrals, and find the energy formula.
(c) Derive the CCSD residuals in terms of the absorbed integrals.
(d) Bring them into a form ready for coding, and give the iteration.
(e) Evaluate MP2 and CCSD.
(f) Derive and evaluate the (T) correction.
(g) Judge the results against full configuration interaction, and state where the method becomes exact and where it fails.

Hartree atomic units are used. Indices i, j, k, m, n are occupied and a, b, c, e, f virtual; p, q, r, s are general. An index that appears on the right of an equation but not on the left is summed. P(ij)X_ij = X_ij − X_ji. A dagger marks a creation operator, and a bare letter in an operator product is an annihilator.

**Answer (a)**

Seven spatial orbitals give 14 spin orbitals, 10 occupied and 4 virtual. Number them p = 2P + σ, with P the spatial orbital and σ = 0 or 1 the spin. Then (pq|rs) is the spatial integral if σ_p = σ_q and σ_r = σ_s, and zero otherwise. Define

⟨pq‖rs⟩ = (pr|qs) − (ps|qr),
f_pq = h_pq + ⟨pm‖qm⟩ = ε_p δ_pq.

The last equality holds for canonical orbitals. It includes f_ia = 0 and is the first thing to check in a program. Also define

D_i^a = ε_i − ε_a, D_ij^ab = ε_i + ε_j − ε_a − ε_b.

The distance is R = 2.078699 bohr. The nuclear repulsion is

2·8/R + 1/(2R sin 52°) = 7.69712 + 0.30524 = 8.0024 hartree.

The Hartree–Fock total energy is −74.94208 hartree.

**Answer (b)**

The CCSD wavefunction is e^T|0⟩, with |0⟩ the Hartree–Fock determinant and

T₁ = t_i^a a†i, T₂ = ¼ t_ij^ab a†b†ji, T = T₁ + T₂.

The amplitudes follow from requiring that e^(−T) H e^T|0⟩ has no singly or doubly excited component. T₁ and T₂ commute, so H can first be transformed with T₁ alone. The anticommutation rules give

[i†, T₁] = −t_i^a a†, [a, T₁] = t_i^a i,

while a† and i commute with T₁. Further commutators vanish, so the transformation is a finite substitution: i† → i† − t_i^a a† and a → a + t_i^a i. Collecting the coefficients of each operator product, H keeps its form with new integrals [pq‖rs]. They follow from ⟨pq‖rs⟩ by two replacements:

- a virtual index on the left: a → a − t_m^a m;
- an occupied index on the right: i → i + t_i^e e.

The same rule applies to h. In the new Fock matrix φ, the summed occupied index on the right is replaced too. Hence φ_pq follows by the same rule from

G_pq = f_pq + t_n^f ⟨pn‖qf⟩.

The new reference expectation value is E_HF + t_i^a f_ia + ½ t_i^a t_j^b ⟨ij‖ab⟩, and f_ia = 0. T₂ adds ¼⟨ij‖ab⟩t_ij^ab, because the two-electron term must remove the whole double excitation. With

π_ij^ab = t_i^a t_j^b − t_i^b t_j^a, τ_ij^ab = t_ij^ab + π_ij^ab,

antisymmetry of the integral turns the ½ into ¼ π, and

E_corr = ¼ ⟨ij‖ab⟩ τ_ij^ab.

**Answer (c)**

Write the transformed H in normal order: a constant, φ_pq{p†q} and ¼[pq‖rs]{p†q†sr}. Operators m† and e annihilate |0⟩, so each must be paired with an m or e† in some T₂. The commutators in e^(−T₂)He^(T₂) remove every product in which a T₂ is not paired with H. Since H lowers the excitation level by at most two, T₂³ cannot reach the doubles, and T₂² cannot reach the singles.

*Singles.* The products below show the signs; equivalent index positions turn each ¼ into the factor shown.

- φ_me m†e on T₂ leaves t_im^ae a†i.
- ½[am‖ef] a†m†fe · e†f†mi → a†i, sign +.
- ½[mn‖ie] m†n†ei · a†e†nm → i a† = −a†i, sign −.

r_i^a = φ_ai + t_im^ae φ_me + ½ t_im^ef [am‖ef] − ½ t_mn^ae [mn‖ie]

*Doubles, linear in T₂.*

- φ_be replaces a particle: b†e a†e† → −b†a† = a†b†, sign +.
- φ_mj replaces a hole: {m†j} = −j m†, sign −.
- [ab‖ef] replaces two particles and [mn‖ij] two holes. Both signs are +, with ½ because each pair is summed twice.
- [mb‖ej] m†b†je = [mb‖ej](b†j)(m†e). The factor m†e leaves t_im^ae a†i, so the sign is +. Antisymmetrizing gives P(ij)P(ab).

*Doubles, quadratic in T₂.* These need ¼⟨mn‖ef⟩m†n†fe, which the T₁ substitution leaves unchanged. The factor ½ of T₂²/2 cancels when the two T₂ play different roles.

- One T₂ supplies m, n, f: m†n†fe · b†f†nm → −b†e. This adds −½ t_mn^bf⟨mn‖ef⟩ to φ_be.
- One T₂ supplies e, f, n: m†n†fe · e†f†nj → m†j. This adds +½ t_jn^ef⟨mn‖ef⟩ to φ_mj.
- One supplies e, f and the other m, n: ¼ t_ij^ef t_mn^ab⟨mn‖ef⟩.
- Each supplies one particle and one hole. Four equal assignments cancel the ¼, but the roles are alike, so ½ remains: ½P(ij)P(ab) t_im^ae t_jn^bf⟨mn‖ef⟩.

Calling the two corrected Fock blocks Φ_be and Φ_mj,

r_ij^ab = [ab‖ij] + P(ab) t_ij^ae Φ_be − P(ij) t_im^ab Φ_mj
 + ½ t_ij^ef [ab‖ef] + ½ t_mn^ab [mn‖ij] + ¼ t_ij^ef t_mn^ab ⟨mn‖ef⟩
 + P(ij)P(ab) t_im^ae ([mb‖ej] + ½ t_jn^bf ⟨mn‖ef⟩).

CCSD requires r_i^a = 0 and r_ij^ab = 0.

**Answer (d)**

*Fock blocks.* Let τ̃ = t_ij^ab + ½π_ij^ab and

F_me = t_n^f ⟨mn‖ef⟩
F_ae = t_m^f ⟨ma‖fe⟩ − ½ τ̃_mn^af ⟨mn‖ef⟩
F_mi = t_n^e ⟨mn‖ie⟩ + ½ τ̃_in^ef ⟨mn‖ef⟩.

The substitution rule gives φ_be = G_be − t_m^b F_me. The π part of F_be supplies −½t_m^b F_me, so half is still missing:

Φ_be = ε_b δ_be + F_be − ½ t_m^b F_me
Φ_mj = ε_j δ_mj + F_mj + ½ t_j^e F_me.

In the singles, φ_ai contains −t_m^a t_i^e F_me once. The products t_i^e F_ae and −t_m^a F_mi each supply half of it, which is why τ̃ carries ½π. The t₂ parts of these two products come from the substitutions in the last two singles terms: i → i + t_i^f f in [mn‖ie] gives −½ t_i^e t_mn^af ⟨mn‖ef⟩, and a → a − t_n^a n in [am‖ef] gives −½ t_m^a t_in^ef ⟨mn‖ef⟩, after relabelling. The orbital energies combine to −D t in both residuals.

*Two-electron blocks.* Expanding [ab‖ij] with the rule, its left side becomes

⟨ab| − P(ab) t_m^a ⟨mb| + ½ π_mn^ab ⟨mn|,

and its right side

|ij⟩ + P(ij) t_i^e |ej⟩ + ½ π_ij^ef |ef⟩.

The terms with π join those with t₂ in the second line of r_ij^ab. There t₂ becomes τ, while [ab‖ef] and [mn‖ij] keep only their terms without π, so that nothing is counted twice. The term ¼ τ_mn^ab τ_ij^ef⟨mn‖ef⟩ is shared equally between two intermediates:

W_mnij = ⟨mn‖ij⟩ + P(ij) t_j^e ⟨mn‖ie⟩ + ¼ τ_ij^ef ⟨mn‖ef⟩
W_abef = ⟨ab‖ef⟩ − P(ab) t_m^b ⟨am‖ef⟩ + ¼ τ_mn^ab ⟨mn‖ef⟩
W_mbej = ⟨mb‖ej⟩ + t_j^f ⟨mb‖ef⟩ − t_n^b ⟨mn‖ej⟩ − (½ t_jn^fb + t_j^f t_n^b) ⟨mn‖ef⟩.

The sign before ½ reflects t_jn^fb = −t_jn^bf. The residuals to code are

r_i^a = −D_i^a t_i^a + t_i^e F_ae − t_m^a F_mi + t_im^ae F_me
 + t_n^f ⟨an‖if⟩ + ½ t_im^ef ⟨am‖ef⟩ − ½ t_mn^ae ⟨mn‖ie⟩

r_ij^ab = −D_ij^ab t_ij^ab + ⟨ij‖ab⟩
 + P(ab) t_ij^ae (F_be − ½ t_m^b F_me) − P(ij) t_im^ab (F_mj + ½ t_j^e F_me)
 + ½ τ_mn^ab W_mnij + ½ τ_ij^ef W_abef
 + P(ij)P(ab) (t_im^ae W_mbej − t_i^e t_m^a ⟨mb‖ej⟩)
 + P(ij) t_i^e ⟨ab‖ej⟩ − P(ab) t_m^a ⟨mb‖ij⟩.

Each sum is one array contraction. In Python, with g[p,q,r,s] = ⟨pq‖rs⟩ and slices o and v for occupied and virtual, the first intermediate is

    F_me = einsum("nf,mnef->me", t1, g[o,o,v,v])

The loop is:

1. Set t1 = 0 and t2 = 0.
2. Build F and W, then r1 and r2.
3. Stop if every residual is below the threshold in magnitude.
4. Otherwise replace t1 by t1 + r1/D1 and t2 by t2 + r2/D2, and return to 2.

**Answer (e)**

With zero amplitudes r_i^a = 0 and r_ij^ab = ⟨ij‖ab⟩. The first update therefore gives t_ij^ab = ⟨ij‖ab⟩/D_ij^ab, the first-order amplitude, and the energy

E(MP2) = ¼ ⟨ij‖ab⟩² / D_ij^ab.

As one term, excite the highest occupied pair (ε = −0.38759) to the lowest virtual pair (ε = 0.47762). The integral is 0.034603 hartree, and

D = 2(−0.38759 − 0.47762) = −1.7304 hartree
t = 0.034603/(−1.7304) = −0.0200.

Its energy share is 0.034603 × (−0.0200) = −0.00069 hartree. The ¼ has gone because four index orders describe the same excitation. Summing all terms gives

**E(MP2) = −0.04915 hartree.**

Further updates give these correlation energies:

- update 2: −0.06276 hartree
- update 3: −0.06740 hartree
- update 5: −0.07001 hartree
- update 10: −0.07066 hartree

After 34 updates all residuals are below 10⁻¹⁰ hartree, and

**E(CCSD) = −0.07068 hartree.**

The t₂ part is −0.07073 and the t₁ products contribute +0.00005 hartree. The small second number does not measure the whole effect of T₁, which also changes t₂ through the equations. The pair amplitude worked out above has grown in magnitude from −0.0200 at first order to −0.0265 at convergence.

**Answer (f)**

Split H into the Fock part and a perturbation V. Let T₃ = (1/36) t_ijk^abc a†b†c†kji and D = ε_i + ε_j + ε_k − ε_a − ε_b − ε_c. To lowest order, triples arise from V T₂|0⟩. Two parts of V raise the excitation level by one:

- ½⟨bc‖ei⟩ b†c†ie · a†e†kj → a†b†c†kji, sign +;
- ½⟨ma‖jk⟩ m†a†kj · b†c†mi → −a†b†c†kji, sign −.

Let P(i/jk) subtract the exchanges i↔j and i↔k, and likewise P(a/bc). For real orbitals ⟨bc‖ei⟩ = ⟨ei‖bc⟩, so the connected triples amplitude t_c obeys

D t_c = P(i/jk)P(a/bc) [t_jk^ae ⟨ei‖bc⟩ − t_im^bc ⟨ma‖jk⟩].

A product of f_ia with T₂ would also be a triple, but f_ia = 0.

These triples act back on the doubles. They add a source s to each doubles residual, shift that amplitude by s/D_ij^ab, and so change the energy by ⟨ij‖ab⟩s/D_ij^ab for each distinct double. The factor ⟨ij‖ab⟩/D_ij^ab is the first-order amplitude, so the total change is ⟨0|T₂†V T₃|0⟩. Because V is real and symmetric, this equals the sum of (D t_c)t_c over distinct triples. It is of fourth order in V. The (T) method inserts the converged CCSD t₂ here and, by definition, adds the matching singles term ⟨0|T₁†V T₃|0⟩. That term is of fifth order, since T₁ and T₃ both start at second order. The triples part of V T₁|0⟩ is a plain product:

D t_d = P(i/jk)P(a/bc) t_i^a ⟨jk‖bc⟩.

Free sums count each triple 3!·3! = 36 times, hence

E(T) = (1/36) t_c D (t_c + t_d), summed over all six indices.

The t_c² part cannot be positive, because D < 0 here. The t_c t_d part may have either sign. For water they are −0.00012 and +0.00002 hartree, so

**E(T) = −0.00010 hartree.**

The CCSD(T) correlation energy is −0.07078 hartree, or −185.8 kJ/mol, and the total energy is −75.01286 hartree.

**Answer (g)**

Ten electrons in 14 spin orbitals form 14!/(10!·4!) = 1001 determinants. Iterative diagonalization of H among them gives the full configuration interaction correlation energy, −0.07090 hartree. This is the exact answer within STO-3G. Relative to it:

- MP2 recovers 69% of the correlation energy.
- CCSD recovers 99.7% and misses 0.00022 hartree.
- CCSD(T) misses 0.00012 hartree, so (T) removes about 45% of the CCSD error.

These figures describe this small basis. They leave out the correlation that needs more virtual orbitals, and are no prediction for real water. At the same geometry, with all electrons correlated, the cc-pVDZ basis gives a Hartree–Fock energy of −75.990 hartree and −0.2144 (MP2), −0.2239 (CCSD) and −0.0039 hartree for (T). The correlation energy is about three times larger, (T) is about 39 times larger, and MP2 reaches 94% of the CCSD(T) correlation energy instead of 69%. That basis is not converged either.

The choice of correlated electrons matters at this precision. Leaving the oxygen 1s pair out of the MP2 sum gives −0.04906 instead of −0.04915 hartree, a change almost as large as (T).

For two electrons, T₁ and T₂ generate every possible excitation. CCSD then reproduces full configuration interaction, provided the exact state contains |0⟩. The correction (T) vanishes, as it must: three occupied indices drawn from two spin orbitals must repeat, and the antisymmetric t_c is then zero.

The opposite case is a small gap between occupied and virtual levels, as when bonds are stretched far in a closed-shell description. The t_c² part has the form (D t_c)²/D, which grows without limit as D → 0 at fixed numerator. That limit needs three occupied and three virtual spin orbitals close in energy. A single small spatial gap supplies only two of each; D then stays finite, and the size of (T) depends on the numerator as well. Doubles are affected sooner: the first-order amplitude ⟨ij‖ab⟩/D_ij^ab becomes large in magnitude when its denominator is small and its integral is not. The perturbative treatment of triples, which rests on small amplitudes, then loses its basis, and the update r/D may fail to converge. A small (T) is no proof of accuracy there: CCSD is not variational, and its own energy can fall well below that of full configuration interaction.
